\section*{The metal image plane as induced-charge centroid and its capacitance correction}

\section{One length in two problems}

In linear response, a unit point charge held 6~\AA\ outside the edge of a model metal has an interaction energy of $-0.695$~eV with the charge it induces. A mirror at that edge would give $-0.600$~eV. When two slabs of the same metal face each other with their edges 15.88~\AA\ apart, their capacitance is that of ideal plates 14.24~\AA\ apart. The second result moves each plate outward by
\[
(15.88-14.24)/2=0.82~\text{\AA},
\]
and moving the mirror outward by the same 0.82~\AA\ brings its energy to $-0.695$~eV. What fixes this common length?

The metal is jellium: electrons in a uniform positive background that ends abruptly at the edge. Its electronic structure is computed in the local density approximation. The derivations below do not depend on jellium.

Let $z$ point out of the metal, with the origin near its surface. In atomic units, $\rho(z)$ is the laterally averaged charge density induced, to first order, by a static uniform normal field. Define
\begin{equation}
M_0=\int\rho\,dz,\qquad M_1=\int z\rho\,dz,\qquad z_0=\frac{M_1}{M_0}.
\label{centroid}
\end{equation}
The electron density change is $-\rho$; the sign cancels in the ratio, so $z_0$ is also the centroid of the induced electrons. The claim is that a static unit charge at a large distance $Z$ has the energy
\begin{equation}
W(Z)=-\frac{1}{4(Z-z_0)}+O(Z^{-3}).
\label{image}
\end{equation}
The image plane is defined by this asymptotic law. Equation~(\ref{image}) is not the potential inside the electron tail, where it would diverge.

Both derivations assume linear static response, a metal thick enough to screen its interior completely, and an external charge that does not overlap the electrons. The total potential change, external plus induced, must be integrable over the interior, and the moments must converge. Oscillating tails are allowed: their moments are read as limits with a factor $e^{qz}$, $q\to0^+$, which damps the interior.

\section{First derivation: reflection of long waves}

Resolve the external charge into lateral waves $e^{i\mathbf q\cdot\mathbf R}$, with $q=|\mathbf q|$. Below the source, each wave has a potential proportional to $e^{qz}$. Normalize it to $(2\pi/q)e^{qz}$, and let $\rho(z;q)$ now be the charge it induces. A charge layer at $z'$ produces $(2\pi/q)e^{-q|z-z'|}$ per unit charge, so the total potential beyond all induced charge is
\begin{equation}
\phi(z)=\frac{2\pi}{q}\left[e^{qz}-g(q)e^{-qz}\right],\qquad
g(q)=-\int e^{qz}\rho(z;q)\,dz .
\label{reflection}
\end{equation}
In a crystal, $\phi$ and $\rho$ denote the lateral Fourier components at $\mathbf q$. Components that also carry a reciprocal-lattice vector decay outside over atomic distances.

Expand the definition of $g$ for small $q$, with $M_0$ and $M_1$ now the moments of $\rho(z;q)$:
\begin{equation}
g=-M_0-qM_1+O(q^2).
\label{gmoments}
\end{equation}
A second relation between $g$ and $M_0$ comes from Poisson's equation,
\[
\phi''-q^2\phi=-4\pi\rho .
\]
Integrate it from deep inside, where $\phi'=0$, to a fixed point $b$ between the induced charge and the source:
\[
\phi'(b)-q^2\int_{-\infty}^{b}\phi\,dz=-4\pi M_0 .
\]
The integral stays finite as $q\to0$, so its term is $O(q^2)$. Differentiating Eq.~(\ref{reflection}) gives
\begin{align*}
\phi'(b)&=2\pi\left(e^{qb}+g e^{-qb}\right)\\
&=2\pi(1+g)+2\pi qb(1-g)+O(q^2).
\end{align*}
Division by $-4\pi$ yields
\begin{equation}
M_0=-\frac{1+g}{2}-\frac{qb(1-g)}{2}+O(q^2).
\label{mzero}
\end{equation}
At lowest order, Eq.~(\ref{gmoments}) says $g=-M_0$ and Eq.~(\ref{mzero}) says $M_0=-(1+g)/2$. Together they give $g=1$, hence $1-g=O(q)$. The term containing $b$ is therefore $O(q^2)$, as it must be, since $b$ was arbitrary. Substitute what remains into Eq.~(\ref{gmoments}):
\[
g=\frac{1+g}{2}-qM_1+O(q^2)
\quad\Longrightarrow\quad g=1-2qM_1+O(q^2).
\]
As $q\to0$, the outside slope tends to $\phi'=4\pi$ while the interior stays field-free. The charge distribution becomes the uniform-field response, with $M_0=-1$ and $M_1=-z_0$. If its first moment approaches this limit with an error of order $q$, then
\begin{equation}
g(q)=1+2qz_0+O(q^2).
\label{glong}
\end{equation}

Now add the waves of a point charge. Its potential is
\[
\frac{1}{|\mathbf r-Z\hat{\mathbf z}|}
=\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q}\,
e^{i\mathbf q\cdot\mathbf R}e^{-q|z-Z|}.
\]
At the surface each wave arrives with a factor $e^{-qZ}$, and its reflection acquires another on returning to the charge. With $d^2q=2\pi q\,dq$, the induced potential at the charge is $-\int_0^\infty g\,e^{-2qZ}dq$. Since this potential grows in proportion to the charge, assembling the charge costs half of it:
\begin{align}
W&=-\frac12\int_0^\infty g(q)e^{-2qZ}\,dq\nonumber\\
&=-\frac12\left[\frac{1}{2Z}+2z_0\frac{1}{(2Z)^2}\right]+O(Z^{-3})\nonumber\\
&=-\frac{1}{4Z}-\frac{z_0}{4Z^2}+O(Z^{-3}).
\label{waveenergy}
\end{align}
The $O(q^2)$ part of $g$ contributes at order $Z^{-3}$ because $\int_0^\infty q^2e^{-2qZ}dq=1/(4Z^3)$. Expanding Eq.~(\ref{image}) in $z_0/Z$ gives the same two terms, which proves the claim.

\section{Second derivation: a displaced boundary condition}

Start instead in real space with the uniform-field problem, $\phi''=-4\pi\rho$. Choose $\phi=\phi'=0$ deep inside and integrate twice:
\[
\phi(z)=-4\pi\int_{-\infty}^{z}(z-z')\rho(z')\,dz'.
\]
Beyond the induced charge the upper limit can be extended to infinity, so
\begin{equation}
\phi(z)=-4\pi(zM_0-M_1)=S(z-z_0),\qquad S=-4\pi M_0.
\label{outside}
\end{equation}
The actual potential need not vanish at $z_0$. It is the straight line continued from outside that does.

A point charge at $Z$ produces a surface field that varies laterally over distances of order $Z$. Let $\ell$ be the larger of the width of the induced charge and $|z_0|$, and take $Z\gg\ell$. Each patch of surface then responds as if to a uniform field of local slope $S(\mathbf R)$, with relative corrections of order $\ell/Z$. Let $\Phi$ be the outer potential, which varies on the scale $Z$. In the overlap region $\ell\ll z\ll Z$ it must agree with Eq.~(\ref{outside}):
\[
\Phi(\mathbf R,0)+z\,\partial_z\Phi(\mathbf R,0)
=S(\mathbf R)z-S(\mathbf R)z_0 .
\]
Equating powers of $z$ gives $\partial_z\Phi(\mathbf R,0)=S$ and $\Phi(\mathbf R,0)=-z_0S$. Therefore
\begin{equation}
\Phi(\mathbf R,z_0)=\Phi(\mathbf R,0)+z_0\partial_z\Phi(\mathbf R,0)=0
\label{boundary}
\end{equation}
to this order. Outside the metal, $\Phi$ obeys Laplace's equation except at the external charge. A negative image charge at $2z_0-Z$ satisfies Eq.~(\ref{boundary}):
\[
\Phi=\frac{1}{|\mathbf r-Z\hat{\mathbf z}|}
-\frac{1}{|\mathbf r-(2z_0-Z)\hat{\mathbf z}|}.
\]
The image lies $2(Z-z_0)$ from the real charge. Half its potential there is $-1/[4(Z-z_0)]$.

The error can be traced. The slope $S$ is at most of order $Z^{-2}$. A relative correction $\ell/Z$ to the near-surface response changes the boundary value by order $\ell S(\ell/Z)=\ell^2/Z^3$. The curvature omitted from the Taylor expansion is of the same order or smaller. A harmonic function that vanishes at infinity cannot exceed its largest boundary value, so the energy error is $O(Z^{-3})$, as in Eq.~(\ref{waveenergy}).

\section{What the derivations assume}

The wave derivation needs a small-$q$ expansion of one reflection coefficient. It makes no assumption about the profile at finite $q$ beyond its moments and their approach to the uniform-field limit. The boundary derivation needs separated length scales and a locally uniform response. In return it shows why image energy and capacitance share a length: both see the outside potential extrapolate to zero at $z_0$. Although it yields the complete shifted fraction, its error estimate guarantees the first two terms, no more than the wave derivation does.

A second case shows that $z_0$ can be negative. Let a metal end at a hard wall at $z=0$ and screen according to $\rho=-k^2\phi/(4\pi)$ inside. The interior potential is then proportional to $e^{pz}$, with $p=\sqrt{q^2+k^2}$. Equating the logarithmic derivatives at the wall gives
\[
q\frac{1+g}{1-g}=p
\quad\Longrightarrow\quad
g=\frac{p-q}{p+q}=1-\frac{2q}{k}+O(q^2),
\]
so $z_0=-1/k$. In a uniform field $\rho\propto e^{kz}$ for $z<0$, whose centroid is also $-1/k$. Such a metal behaves as a plate behind its wall. The jellium result is positive because its induced charge is centred in the electron tail beyond the edge. Both derivations fail when $Z$ is not large compared with the screening length, when a film is too thin to screen, or when the charge moves too fast for static response.

\section{Capacitance relative to atomic planes}

Place two metals face to face, with outermost atomic planes a distance $D$ apart. Transfer a small charge per area, so that the left face carries $-\sigma$ and the right face $+\sigma$. Integration by parts gives the potential difference between the interiors:
\begin{align*}
V&=\int\phi'\,dz=\left[z\phi'\right]-\int z\phi''\,dz\\
&=4\pi\int z\rho\,dz=4\pi\sigma(z_R-z_L).
\end{align*}
The boundary term vanishes because neither interior has a field, and $z_L,z_R$ are the two centroids. If $z_{a1},z_{a2}$ are their outward distances from the respective atomic planes, then
\begin{equation}
C=\frac{\sigma}{V}=\frac{1}{4\pi(D-z_{a1}-z_{a2})},\qquad
\frac{C}{C_0}=\frac{D}{D-z_{a1}-z_{a2}},
\label{capacitance}
\end{equation}
where $C_0=1/(4\pi D)$ places the plates at the atomic planes. For small shifts the relative correction is $(z_{a1}+z_{a2})/D$. Unlike the image law, this step does not require a large gap, provided the two electron clouds do not overlap.

The voltage applied by a battery is a difference of Fermi levels. Deep inside each metal the density is unchanged, so the Fermi level moves rigidly with the local potential. Kinetic and exchange-correlation effects enter through the centroids and need no separate series capacitance.

In jellium the background edge lies half a layer spacing $d$ outside the last atomic plane. If $x_0$ is the centroid measured from the edge, $z_a=d/2+x_0$.

With a dielectric of permittivity $\epsilon(z)$, Poisson's equation is $(\epsilon\phi')'=-4\pi\rho$. Define $ds=dz/\epsilon$, so that $\epsilon\phi'=d\phi/ds$. Then
\[
V=\int\frac{d\phi}{ds}\,ds
=\left[s\frac{d\phi}{ds}\right]-\int s\,(\epsilon\phi')'\,dz
=4\pi\int s\rho\,dz .
\]
The relevant centroid is now that of $s$. For a film of thickness $t$ and permittivity $\kappa$, separated from each atomic plane by $b$ and clear of the induced charge, SI units give
\begin{equation}
C=\frac{\epsilon_0}{L},\qquad L=\frac{t}{\kappa}+2(b-z_a).
\label{film}
\end{equation}

\section{A high-k test capacitor}

The electrodes have an fcc lattice constant of 4.0~\AA\ and three free electrons per atom, roughly the regime of an aluminium gate. The film has $t=40$~\AA\ and $\kappa=20$, rough values for a hafnium-oxide-like layer. The standoff is $b=2.5$~\AA\ and the bias 0.5~V.

The density induced by a finite field gives $x_0=0.824$~\AA. The small-$q$ reflection coefficient gives 0.816~\AA, and the directly solved two-slab capacitor also gives 0.816~\AA. A thinner slab gives 0.812~\AA, so differences of 0.01~\AA\ are within the variation between slabs. At $q=0.01$ per bohr, $g=1.0313$; the leading part of Eq.~(\ref{mzero}), $-(1+g)/2$, is then $-1.0157$, against the computed $M_0=-1.0153$; the terms dropped are $O(q^2)$. The point-charge energy at 12~\AA\ implies a plane at 0.817~\AA.

For a (111) face, $d=2.309$~\AA\ and
\[
z_a=2.309/2+0.824=1.98~\text{\AA}=0.198~\text{nm}.
\]
Plates at the atomic planes would have $L=40/20+2(2.5)=7.00$~\AA. The centroids reduce this to $7.00-2(1.98)=3.04$~\AA. Capacitance rises from 1.26 to 2.91~$\mu$F/cm$^2$, and the equivalent oxide thickness (EOT), $3.9L$, falls from 2.73 to 1.19~nm. The correction is large because the high permittivity shrinks 40~\AA\ of film to 2~\AA\ of electrical length.

Replace both faces by (100), holding $b$ and $x_0$ fixed. The layer spacing drops to 2.00~\AA, so $L$ grows by $2(2.309-2.000)/2=0.31$~\AA\ and $C$ falls by 9\% to 2.64~$\mu$F/cm$^2$. Within this sharp-separation model, which contains no facet-dependent work function and so says nothing about threshold shifts, mixed grain orientations make the capacitance vary from grain to grain; overlap with the film, discussed next, reduces the difference. Real facets may also change $b$ and $x_0$.

Equation~(\ref{film}) neglects overlap with the film, yet about a fifth of the vacuum-response charge lies beyond the film face. Recomputing the induced charge with the dielectric present, but with the unperturbed vacuum ground state retained, gives $z_a=1.78$~\AA, $C=2.57~\mu$F/cm$^2$ and an EOT of 1.34~nm. This capacitance is 12\% below the sharp-separation value, so Eq.~(\ref{film}) is a rough estimate at this standoff.

Making the metal potential 1~eV deeper, a measure of sensitivity to the missing lattice potential, moves $x_0$ inward by 0.12~\AA. One electronvolt is only a unit of sensitivity. The uniform shift that would hold the electron gas in equilibrium at this density is about 2.7~eV, which moves $x_0$ inward by about 0.3~\AA\ and lowers the sharp-separation capacitance to about 2.4~$\mu$F/cm$^2$. The plain-jellium $x_0$ should therefore not be taken as the value for aluminium. At the stored charge of 1.45~$\mu$C/cm$^2$, the differential centroid moves outward by 0.065~\AA\ on the electron-rich face. The term linear in charge has the opposite sign on the other face, so it cancels between identical electrodes but not for a single gate.

The film field is 0.82~MV/cm, below a rough breakdown field of 4~MV/cm. A zero-temperature estimate in the limit of zero bias, with a 2~eV barrier, a mass ratio of 0.2 and only the exponential kept in the transmission, gives a direct-tunnelling contribution to the loss tangent of $1.5\times10^{-4}$ at 1~MHz. Matching bulk-metal waves directly to the film, as if there were no standoff, raises this about fourfold. The standoff works the other way: the vacuum-surface potential at the film face already lies slightly above the Fermi level, and carrying the waves through it brings the result below the exponential-only value. The prefactor is therefore uncertain by a factor of several. At 0.5~V the tilted barrier multiplies the differential conductance, and with it this loss, by about 2.6. Thermal corrections to the metal's screening, of relative order $(k_BT/E_F)^2=5\times10^{-6}$, are negligible at 300~K.

The clean, vacuum-like standoff is an idealization. Bonding sets the actual $b$, and in the sharp-separation model an increase of 0.1~\AA\ at both faces lowers $C$ by $1-3.04/3.24=6\%$; with overlap included the drop is about 4\%. Aluminium can also react with the oxide. An added interlayer 5~\AA\ thick with permittivity 10, taken for illustration, adds 0.5~\AA\ to $L$ and lowers the sharp-separation $C$ by $1-3.04/3.54=14\%$. A transistor would further replace one metal electrode by a semiconductor. If that semiconductor is thick enough to have a neutral, field-free interior, its own charge centroid must then be used. In a thinner channel the Fermi level also moves relative to the potential as the channel fills, and the centroid alone does not give the capacitance. The numerical output lists the remaining inputs and intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
fcc lattice constant: 4 angstrom
free electrons per atom: 3
density parameter rs: 2.048 bohr
Fermi energy: 11.95 eV
slab thickness: 27.71 angstrom
jellium work function: 3.88 eV
x0 from finite-field density: 0.824 angstrom
x0 from linear response: 0.823 angstrom
x0 from 9-layer slab: 0.812 angstrom
face charge / Gauss charge: 0.9966
x0 from reflection, q to 0: 0.816 angstrom
g at q = 0.01 per bohr: 1.0313
induced charge at that q: -1.0153
Z=6 angstrom: W=-0.6949, shifted=-0.6955, bare=-0.6000 eV
  plane inferred from W: 0.819 angstrom
Z=12 angstrom: W=-0.3219, shifted=-0.3221, bare=-0.3000 eV
  plane inferred from W: 0.817 angstrom
two-slab edge gap: 15.88 angstrom
two-slab electrical gap: 14.24 angstrom
x0 from two-slab capacitance: 0.816 angstrom
(111) layer spacing: 2.309 angstrom
(100) layer spacing: 2 angstrom
za, (111): 1.98 angstrom
za, (111), converted: 0.198 nm
za, (100): 1.82 angstrom
film thickness: 40 angstrom
film permittivity: 20
dielectric standoff: 2.5 angstrom
bias: 0.5 V
electrical length, atomic plates: 7 angstrom
electrical length, centroids: 3.04 angstrom
C, atomic plates: 1.26 uF/cm2
C, (111) centroids: 2.91 uF/cm2
C, (100) centroids: 2.64 uF/cm2
C change, (111) to (100): -9.23 %
EOT, atomic plates: 2.73 nm
EOT, (111) centroids: 1.19 nm
stored charge: 1.45 uC/cm2
field in standoff: 16.4 MV/cm
field in film: 0.821 MV/cm
rough breakdown field: 4 MV/cm
induced charge beyond film face: 18.8 %
za with dielectric overlap: 1.78 angstrom
C with dielectric overlap: 2.57 uF/cm2
EOT with dielectric overlap: 1.34 nm
centroid shift, electron-rich face: 0.065 angstrom
x0 shift from 1 eV deeper metal: -0.12 angstrom
tunnel barrier: 2 eV
tunnelling mass ratio: 0.2
tunnel loss tangent at 1 MHz: 0.00015
(kT/Fermi energy)^2 at 300 K: 4.7e-06
\end{verbatim}
